# Half Ionization and the Fermi Energy of a Twofold-Degenerate Donor: verification in Python

```python
"""
Result under test: donors that are either empty (ionized) or hold one electron
in one of two states of equal energy E_D are half ionized when the Fermi energy
is mu = E_D - kT ln 2, not when mu = E_D.

Symbols: E_D donor level, E_b = -E_D binding energy (band edge = 0),
kT thermal energy, U repulsion of two electrons on one donor,
splitting = energy distance of the two one-electron states,
N_D donor density, N_c effective density of states of the conduction band.
Energies are in eV and densities in 1/angstrom^3 unless a name says otherwise.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
K_B = physical_constants["Boltzmann constant in eV/K"][0]

# Model parameters
E_b = 0.05
E_D = -E_b
N_D = 1.0e-8
mass = 1.0
U_strong = 2.0
U_finite = 0.045
splitting = 0.02

# Fermion operators for the two spin states; basis vector 0 is the empty donor
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
sign = np.diag([1.0, -1.0])
c_up = np.kron(lower, np.eye(2))
c_down = np.kron(sign, lower)
n_up = c_up.T @ c_up
n_down = c_down.T @ c_down
number = n_up + n_down
spin_flip = c_up.T @ c_down + c_down.T @ c_up


def donor_state(mu, kT, U, split=0.0):
    """Empty probability and mean electron number from the density matrix."""
    H = E_D * number + U * n_up @ n_down + 0.5 * split * spin_flip
    energy, vectors = np.linalg.eigh(H - mu * number)
    weight = np.exp(-(energy - energy.min()) / kT)
    rho = (vectors * weight) @ vectors.T / weight.sum()
    return rho[0, 0], np.trace(rho @ number)


def mu_half(kT, U, split=0.0):
    """Fermi energy at which the donor is empty with probability 1/2."""
    return brentq(lambda mu: donor_state(mu, kT, U, split)[0] - 0.5,
                  E_D - 0.2, E_D + 0.1, xtol=1e-14)


def band_density(mu, kT):
    """Electron density: Fermi-Dirac integral over a parabolic band."""
    eta = mu / kT
    integral = quad(lambda t: 2 * t**2 / (1 + np.exp(t**2 - eta)),
                    0, 8, epsabs=0, epsrel=1e-10)[0]
    prefactor = (2 * mass * kT / HARTREE)**1.5 / (2 * np.pi**2)
    return prefactor * integral / BOHR**3


def N_c(kT):
    return 2 * (mass * kT / HARTREE / (2 * np.pi))**1.5 / BOHR**3


def solve_neutrality(kT):
    """Fermi energy and ionized fraction without the dilute-gas formula."""
    def mismatch(mu):
        ionized = donor_state(mu, kT, U_strong)[0]
        return np.log(band_density(mu, kT) / (N_D * ionized))
    mu = brentq(mismatch, -0.2, 0.0, xtol=1e-13)
    return mu, donor_state(mu, kT, U_strong)[0]


# Half ionization from the donor Hamiltonian, at several temperatures
for kT in (0.004, 0.008, 0.016, 0.025):
    assert abs(mu_half(kT, U_strong) - (E_D - kT * np.log(2))) < 1e-10
    for shift in (-2.0, -0.5, 0.0, 1.0):
        f = donor_state(E_D + shift * kT, kT, U_strong)[0]
        assert abs(f - 1 / (1 + 2 * np.exp(shift))) < 1e-10

# Temperatures of half ionization: correct rule and mistaken rule
kT_half = brentq(lambda t: np.log(N_c(t) / N_D) - E_b / t, 0.002, 0.05)
kT_wrong = brentq(lambda t: np.log(2 * N_c(t) / N_D) - E_b / t, 0.002, 0.05)

f_at_level, _ = donor_state(E_D, kT_half, U_strong)
assert abs(f_at_level - 1 / 3) < 1e-10
empty_free, mean_free = donor_state(E_D, kT_half, 0.0)
assert abs(empty_free - 0.25) < 1e-10 and abs(mean_free - 1.0) < 1e-10

# Counting: list every arrangement of electrons on a few donors
donors = 8
ways = np.zeros(donors + 1)
for arrangement in itertools.product((0, 1, -1), repeat=donors):
    ways[sum(abs(s) for s in arrangement)] += 1
middle = donors // 2
entropy_slope = 0.5 * np.log(ways[middle + 1] / ways[middle - 1])
assert abs(entropy_slope - np.log(2)) < 1e-12

# Lifting the degeneracy removes the shift below the lower state
shift_split = (E_D - splitting / 2) - mu_half(kT_half, U_strong, splitting)
formula_split = kT_half * np.log(1 + np.exp(-splitting / kT_half))
assert abs(shift_split - formula_split) < 1e-10
shift_wide = (E_D - 0.05) - mu_half(kT_half, U_strong, 0.1)
assert 0 <= shift_wide + 1e-12 < 1e-4 * kT_half

# Finite repulsion
shift_U = E_D - mu_half(kT_half, U_finite)
q = np.exp(-U_finite / kT_half)
assert abs(shift_U - kT_half * np.log(1 + np.sqrt(1 + q))) < 1e-10
shift_U0 = E_D - mu_half(kT_half, 0.0)
assert abs(shift_U0 - kT_half * np.log(1 + np.sqrt(2))) < 1e-10

# Freeze-out: full neutrality against the dilute-gas formulas.
# Tolerances cover the neglected Fermi-Dirac correction, of order n/N_c.
mu_true, f_true = solve_neutrality(kT_half)
assert abs(f_true - 0.5) < 5e-4
assert abs((E_D - mu_true) / kT_half - np.log(2)) < 1e-3
mu_w, f_w = solve_neutrality(kT_wrong)
f_formula = (np.sqrt(17) - 1) / 8
assert abs(f_w - f_formula) < 5e-4
shift_w_formula = np.log(2 * f_formula / (1 - f_formula))
assert abs((E_D - mu_w) / kT_wrong - shift_w_formula) < 1e-3
assert kT_wrong < kT_half

print("INPUTS")
print(f"binding energy E_b = {E_b:.3f} eV")
print(f"donor level E_D = {E_D:.3f} eV")
print(f"donor density N_D = {N_D:.1e} 1/angstrom^3")
print(f"density-of-states mass = {mass:.1f} electron masses")
print("HALF IONIZATION")
print(f"kT at half ionization = {kT_half:.6f} eV")
print(f"same, as temperature = {kT_half / K_B:.2f} K")
print(f"N_c there = {N_c(kT_half):.4e} 1/angstrom^3")
print(f"n/N_c there = {N_D * f_true / N_c(kT_half):.3e}")
print(f"ln 2 = {np.log(2):.6f}")
print(f"kT ln 2 = {kT_half * np.log(2):.6f} eV")
print(f"mu from E_D - kT ln 2 = {E_D - kT_half * np.log(2):.6f} eV")
print(f"mu from full neutrality = {mu_true:.6f} eV")
print(f"ionized fraction, full neutrality = {f_true:.5f}")
print("FERMI ENERGY PLACED AT E_D (same kT)")
print(f"ionized fraction, strong repulsion = {f_at_level:.5f}")
print(f"empty probability, no repulsion = {empty_free:.5f}")
print(f"mean electrons per donor, no repulsion = {mean_free:.5f}")
print("MISTAKEN HALF-IONIZATION TEMPERATURE")
print(f"kT from mistaken rule = {kT_wrong:.6f} eV")
print(f"same, as temperature = {kT_wrong / K_B:.2f} K")
print(f"error in temperature = {(kT_half - kT_wrong) / K_B:.2f} K")
print(f"true ionized fraction there = {f_w:.5f}")
print(f"dilute-gas formula for it = {f_formula:.5f}")
print(f"true mu there = {mu_w:.6f} eV")
print(f"(E_D - mu)/kT there = {(E_D - mu_w) / kT_wrong:.4f}")
print("COUNTING")
print(f"number of donors enumerated = {donors}")
print(f"ways with {middle - 1} electrons = {ways[middle - 1]:.0f}")
print(f"ways with {middle + 1} electrons = {ways[middle + 1]:.0f}")
print(f"slope of ln W at half filling = {entropy_slope:.6f}")
print("SPLIT LEVEL AND FINITE REPULSION (kT at half ionization)")
print(f"splitting = {splitting:.3f} eV")
print(f"mu below lower state by = {shift_split:.6f} eV")
print(f"same, in units of kT = {shift_split / kT_half:.4f}")
print(f"finite repulsion U = {U_finite:.3f} eV")
print(f"(E_D - mu)/kT with this U = {shift_U / kT_half:.6f}")
print(f"(E_D - mu)/kT with U = 0 = {shift_U0 / kT_half:.6f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS
binding energy E_b = 0.050 eV
donor level E_D = -0.050 eV
donor density N_D = 1.0e-08 1/angstrom^3
density-of-states mass = 1.0 electron masses
HALF IONIZATION
kT at half ionization = 0.008192 eV
same, as temperature = 95.06 K
N_c there = 4.4759e-06 1/angstrom^3
n/N_c there = 1.117e-03
ln 2 = 0.693147
kT ln 2 = 0.005678 eV
mu from E_D - kT ln 2 = -0.055678 eV
mu from full neutrality = -0.055676 eV
ionized fraction, full neutrality = 0.49993
FERMI ENERGY PLACED AT E_D (same kT)
ionized fraction, strong repulsion = 0.33333
empty probability, no repulsion = 0.25000
mean electrons per donor, no repulsion = 1.00000
MISTAKEN HALF-IONIZATION TEMPERATURE
kT from mistaken rule = 0.007502 eV
same, as temperature = 87.05 K
error in temperature = 8.00 K
true ionized fraction there = 0.39034
dilute-gas formula for it = 0.39039
true mu there = -0.051855 eV
(E_D - mu)/kT there = 0.2472
COUNTING
number of donors enumerated = 8
ways with 3 electrons = 448
ways with 5 electrons = 1792
slope of ln W at half filling = 0.693147
SPLIT LEVEL AND FINITE REPULSION (kT at half ionization)
splitting = 0.020 eV
mu below lower state by = 0.000684 eV
same, in units of kT = 0.0834
finite repulsion U = 0.045 eV
(E_D - mu)/kT with this U = 0.694174
(E_D - mu)/kT with U = 0 = 0.881374
ALL CHECKS PASSED
```
